# Maximum voltage drop on a uniformly loaded rail fed from both ends: verification in Python

```python
"""
Result under test: a uniform rail of end-to-end resistance R, with total load
current I drawn evenly along it and both ends at the same voltage, has its
largest voltage drop at the middle, equal to I*R/8.

Symbols: x = position as a fraction of rail length (0 to 1); N = number of
load taps; drop = supply voltage minus local voltage. The independent check
solves Kirchhoff's current law at the taps of a resistor ladder.
"""
import numpy as np


def ladder_voltages(x, loads, resistance, v_left=0.0, v_right=0.0,
                    feed_left=0.0, feed_right=0.0, shunt=0.0):
    """Tap voltages; shunt = conductance from each tap to zero volts."""
    segments = np.diff(np.concatenate(([0.0], x, [1.0]))) * resistance
    segments[0] += feed_left
    segments[-1] += feed_right
    g = 1.0 / segments
    matrix = (np.diag(g[:-1] + g[1:] + shunt)
              - np.diag(g[1:-1], 1) - np.diag(g[1:-1], -1))
    rhs = (-np.asarray(loads, dtype=float)).astype(g.dtype)
    rhs[0] += g[0] * v_left
    rhs[-1] += g[-1] * v_right
    return np.linalg.solve(matrix, rhs)


def cell_centres(n):
    return (np.arange(n) + 0.5) / n


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# ---------- tests with arbitrary values of current and resistance ----------
I, R = 1.7, 2.9
IR = I * R

# Discrete taps: profile, maximum, and sharing of current between the ends
for n in (1, 2, 5, 8, 25, 200):
    x = cell_centres(n)
    drop = -ladder_voltages(x, np.full(n, I / n), R)
    profile = IR / 2 * x * (1 - x) + IR / (8 * n**2)
    assert np.allclose(drop, profile, rtol=1e-9, atol=0)
    factor = 1.0 if n % 2 == 0 else 1 + 1 / n**2
    assert close(drop.max(), IR / 8 * factor, 1e-9)
    assert close(drop[0] / (x[0] * R), I / 2, 1e-9)
    assert close(drop[-1] / ((1 - x[-1]) * R), I / 2, 1e-9)

# Fine ladder: discretization errors are of order 1/N^2, about 1e-6
N = 1001
x = cell_centres(N)
even_load = np.full(N, I / N)
drop = -ladder_voltages(x, even_load, R)
assert close(drop.max(), IR / 8, 1e-5)
assert close(x[np.argmax(drop)], 0.5, 1e-9)

# Heat in the rail, summed over the ladder resistors
all_drops = np.concatenate(([0.0], drop, [0.0]))
all_segments = np.diff(np.concatenate(([0.0], x, [1.0]))) * R
heat = np.sum(np.diff(all_drops)**2 / all_segments)
assert close(heat, I**2 * R / 12, 1e-5)

# Feed at one end only, and a third feed at the centre
one_end = -ladder_voltages(x, even_load, R, feed_right=np.inf)
assert close(one_end.max(), IR / 2, 1e-5)
pin = np.zeros(N)
pin[N // 2] = 1e9
three_feeds = -ladder_voltages(x, even_load, R, shunt=pin)
assert close(three_feeds.max(), IR / 32, 1e-4)

# Resistance in each feed
R_feed = 0.4
with_feed = -ladder_voltages(x, even_load, R, feed_left=R_feed,
                             feed_right=R_feed)
assert close(with_feed.max(), IR / 8 + I * R_feed / 2, 1e-5)


def unequal_ends_drop(ir, d):
    return ir / 8 + d / 2 + d**2 / (2 * ir)


for d in (0.05 * IR, 0.2 * IR, 0.4 * IR):
    lowered = -ladder_voltages(x, even_load, R, v_right=-d)
    assert close(lowered.max(), unequal_ends_drop(IR, d), 1e-5)


def crowded_drop(ir, fraction):
    return ir / 4 * (1 - fraction / 2)


for fraction in (0.2, 0.5, 0.8):
    x_mid = 0.5 + fraction * (x - 0.5)
    crowded = -ladder_voltages(x_mid, even_load, R)
    assert close(crowded.max(), crowded_drop(IR, fraction), 1e-5)

# No distribution of non-negative loads exceeds I*R/4
rng = np.random.default_rng(4)
for trial in range(200):
    x_random = np.sort(rng.uniform(0.01, 0.99, 12))
    weights = rng.uniform(0, 1, 12)**8
    random_load = I * weights / weights.sum()
    worst = -ladder_voltages(x_random, random_load, R).min()
    assert worst <= IR / 4 * (1 + 1e-9)


def ohmic_load_drop(ir, v0):
    return v0 * (1 - 1 / np.cosh(0.5 * np.sqrt(ir / v0)))


for v0 in (IR / 3, IR, 10 * IR):
    volts = ladder_voltages(x, np.zeros(N), R, v_left=v0, v_right=v0,
                            shunt=I / v0 / N)
    assert close(v0 - volts.min(), ohmic_load_drop(IR, v0), 1e-5)

# Series inductance: sinusoidal load, reactance = angular frequency * M
reactance = 1.3
ac_drop = -ladder_voltages(x, even_load, R + 1j * reactance,
                           feed_left=R_feed, feed_right=R_feed)[N // 2]
assert close(ac_drop.real, IR / 8 + I * R_feed / 2, 1e-5)
assert close(ac_drop.imag, I * reactance / 8, 1e-5)

# ---------- worked example: copper strap, rough typical values ----------
length_um, width_nm, thick_nm = 200.0, 1000.0, 500.0
rho = 2.2               # effective resistivity at 300 K, microohm cm
load_mA, supply_V, taps = 6.0, 0.75, 25
slope = 0.0068          # resistivity rise of copper, microohm cm per K
T_ref, T_use = 300.0, 378.0
via_ohm = 0.5           # via stack at each feed
offset_mV = 2.0         # one end lower than the other
induct_pH_um, ramp_ps = 0.5, 100.0
diel_um, diel_k = 1.0, 0.3   # dielectric below strap, conductivity W/(m K)

area_m2 = width_nm * thick_nm * 1e-18
R_ex = rho * 1e-8 * length_um * 1e-6 / area_m2
ir_mV = load_mA * R_ex
ideal = ir_mV / 8
end_density = load_mA * 1e-3 / 2 / (area_m2 * 1e4) / 1e6
heat_uW = load_mA**2 * R_ex / 12
x_ex = cell_centres(taps)
tap_drop = -ladder_voltages(x_ex, np.full(taps, load_mA / taps), R_ex).min() \
    if False else (-ladder_voltages(
        x_ex, np.full(taps, load_mA / taps), R_ex)).max()
hot_drop = ideal * (rho + slope * (T_use - T_ref)) / rho
via_add = load_mA * via_ohm / 2
offset_drop = unequal_ends_drop(ir_mV, offset_mV)
crowd_drop = crowded_drop(ir_mV, 0.5)
ohmic_drop = 1e3 * ohmic_load_drop(ir_mV * 1e-3, supply_V)
M_pH = induct_pH_um * length_um
ramp_add = M_pH * load_mA / ramp_ps / 8     # pH * mA / ps = mV
end_heat = (load_mA * 1e-3 / 2)**2 * R_ex / (length_um * 1e-6)   # W/m
self_heat_K = end_heat * diel_um * 1e-6 / (diel_k * width_nm * 1e-9)
combined = hot_drop + via_add + ramp_add


def report(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


def effect(label, value):
    change = 100 * (value / ideal - 1)
    print(f"{label}: {value:.3f} mV ({change:+.2f} %)")


print("INPUTS (rough typical values)")
report("Length between feeds", length_um, "um", 0)
report("Width", width_nm, "nm", 0)
report("Thickness", thick_nm, "nm", 0)
report("Effective resistivity at 300 K", rho, "microohm cm", 1)
report("Total load current", load_mA, "mA", 1)
report("Supply voltage", supply_V, "V", 2)
report("Number of taps", taps, "(count)", 0)
print("RESULTS")
report("End-to-end resistance R", R_ex, "ohm")
report("Product I*R", ir_mV, "mV")
report("Current entering at each end", load_mA / 2, "mA")
report("Maximum drop I*R/8", ideal, "mV")
report("Share of supply", 100 * ideal / (supply_V * 1e3), "%")
report("Drop at quarter point", ir_mV / 2 * 0.25 * 0.75, "mV")
report("Drop if fed at one end only", ir_mV / 2, "mV")
report("Drop with third feed at centre", ir_mV / 32, "mV")
report("Current density at the ends", end_density, "MA/cm2")
report("Heat in the rail", heat_uW, "uW")
print("NEGLECTED EFFECTS (maximum drop, change from I*R/8)")
report("Resistivity slope", slope, "microohm cm/K", 4)
report("Temperature of use", T_use, "K", 0)
effect("Hot rail", hot_drop)
report("Via resistance at each feed", via_ohm, "ohm", 1)
effect("With feed vias", ideal + via_add)
report("Voltage difference between ends", offset_mV, "mV", 1)
effect("Unequal ends, below higher end", offset_drop)
effect("Load crowded into middle half", crowd_drop)
effect("All load at the centre", ir_mV / 4)
effect("Discrete taps, from ladder", tap_drop)
effect("Ohmic instead of constant load", ohmic_drop)
report("Rail inductance per length", induct_pH_um, "pH/um", 1)
report("Rail inductance", M_pH, "pH", 0)
report("Time of ramp from zero to full load", ramp_ps, "ps", 0)
effect("At the end of the ramp", ideal + ramp_add)
report("Dielectric thickness below strap", diel_um, "um", 1)
report("Dielectric thermal conductivity", diel_k, "W/(m K)", 1)
report("Self-heating at the ends", self_heat_K, "K", 2)
report("Resistivity rise from it", 100 * slope * self_heat_K / rho, "%", 2)
effect("Hot rail, feed vias and ramp together", combined)
print("all good")
```

Running it gives:

```
INPUTS (rough typical values)
Length between feeds: 200 um
Width: 1000 nm
Thickness: 500 nm
Effective resistivity at 300 K: 2.2 microohm cm
Total load current: 6.0 mA
Supply voltage: 0.75 V
Number of taps: 25 (count)
RESULTS
End-to-end resistance R: 8.800 ohm
Product I*R: 52.800 mV
Current entering at each end: 3.000 mA
Maximum drop I*R/8: 6.600 mV
Share of supply: 0.880 %
Drop at quarter point: 4.950 mV
Drop if fed at one end only: 26.400 mV
Drop with third feed at centre: 1.650 mV
Current density at the ends: 0.600 MA/cm2
Heat in the rail: 26.400 uW
NEGLECTED EFFECTS (maximum drop, change from I*R/8)
Resistivity slope: 0.0068 microohm cm/K
Temperature of use: 378 K
Hot rail: 8.191 mV (+24.11 %)
Via resistance at each feed: 0.5 ohm
With feed vias: 8.100 mV (+22.73 %)
Voltage difference between ends: 2.0 mV
Unequal ends, below higher end: 7.638 mV (+15.73 %)
Load crowded into middle half: 9.900 mV (+50.00 %)
All load at the centre: 13.200 mV (+100.00 %)
Discrete taps, from ladder: 6.611 mV (+0.16 %)
Ohmic instead of constant load: 6.552 mV (-0.73 %)
Rail inductance per length: 0.5 pH/um
Rail inductance: 100 pH
Time of ramp from zero to full load: 100 ps
At the end of the ramp: 7.350 mV (+11.36 %)
Dielectric thickness below strap: 1.0 um
Dielectric thermal conductivity: 0.3 W/(m K)
Self-heating at the ends: 1.32 K
Resistivity rise from it: 0.41 %
Hot rail, feed vias and ramp together: 10.441 mV (+58.20 %)
all good
```
